Spin-Orbit Splitting of the Silicon Donor 1s(T2) Level

Consider one electron bound to a substitutional donor in silicon, without a magnetic field and with the nuclear spin ignored. The point group of the donor site is Td, whose 24 operations are the identity E, eight C3, three C2, six S4 and six mirrors σd. The conduction band has six minima, on the ±x, ±y and ±z axes of k-space. The state |+x⟩ is the Δ1 Bloch function of the +x minimum multiplied by its 1s envelope, and the other five are named likewise. They are taken as orthonormal. Spin operators are dimensionless, S = σ/2, with σ the Pauli matrices. Energies are in meV.

The Td operations that keep the +x valley in place are E, the C2 rotation about x and the two mirrors containing the x axis. A Δ1 function is unchanged by all four. The phases of the six functions can therefore be chosen so that every operation R simply permutes them, |k⟩ → |Rk⟩. The common phase that remains free is fixed, up to a sign, by requiring that time reversal, which is complex conjugation for spinless functions, exchanges |+x⟩ and |−x⟩.

The character of an operation in this six-dimensional space is the number of valleys it leaves in place. The identity leaves six and C3 none. C2 leaves the two on its axis. S4 exchanges the two on its axis and moves the others, so it leaves none. A mirror σd exchanges two cubic axes and leaves the two valleys on the third. The characters needed are

          E   8C3   3C2   6S4   6σd
valleys   6    0     2     0     2
A1        1    1     1     1     1
A2        1    1     1    −1    −1
E         2   −1     2     0     0
T1        3    0    −1     1    −1
T2        3    0    −1    −1     1

The number of times a representation occurs is the group average of the product of characters:

n(A1) = (6 + 3·2 + 6·2)/24 = 1
n(E) = (6·2 + 3·2·2)/24 = 1
n(T2) = (6·3 − 3·2 + 6·2)/24 = 1

The dimensions 1 + 2 + 3 exhaust the six states. For a vector w = (w_x, w_y, w_z), define the even combination

|w⟩ = Σ_i w_i (|+i⟩ + |−i⟩)/√2.

A1 has w = (1, 1, 1)/√3, and E consists of all w whose components sum to zero. The T2 functions are the odd combinations

|t_i⟩ = i(|+i⟩ − |−i⟩)/√2,   i = x, y, z (as a subscript),

which transform like the coordinates x, y, z. The prefactor is the imaginary unit. Conjugation changes its sign and also exchanges the two valleys, so |t_i⟩ is real.

Let ε be the on-site energy, a the coupling of opposite valleys and b that of adjacent valleys. In A1 each valley receives ε from itself, a from its opposite and b from four neighbours. In an even state with Σw_i = 0, the neighbours of valley i contribute 2b Σ_{j≠i} w_j = −2b w_i. In an odd state they cancel in pairs, and the opposite valley enters with a minus sign. Hence

E_A = ε + a + 4b,   E_E = ε + a − 2b,   E_T = ε − a.

Now include spin. A rotation by θ has the eigenvalues exp(±iθ/2) on a spin 1/2, so its character is 2cos(θ/2). A rotation by 2π changes the sign of a spinor, and each operation R acquires a partner with the opposite spin matrix. These 48 elements form the double group. Spin is unaffected by inversion, so an improper operation acts on it through its proper part: S4 acts as a rotation by 90° and σd as one by 180°. This gives the representation Γ6. Multiplying it by A2 gives Γ7.

A spin 3/2 has the character 2cos(3θ/2) + 2cos(θ/2). With c = 2cos(θ/2), the identity 2cos(3θ/2) = c³ − 3c turns this into c³ − 2c. This representation is called Γ8. The table becomes

          E   8C3   3C2   6S4   6σd
Γ6        2    1     0    √2     0
Γ7        2    1     0   −√2     0
Γ8        4   −1     0     0     0
E×Γ6      4   −1     0     0     0
T2×Γ6     6    0     0   −√2     0

The partner elements reverse both characters in a product of two spinor characters and leave the product unchanged, so averages may still be taken over 24 operations. The average of the squared character is (16 + 8)/24 = 1 for Γ8 and (4 + 8 + 12)/24 = 1 for Γ6 and Γ7. All three are therefore irreducible.

The fourth row equals the third, so E×Γ6 = Γ8. For T2×Γ6,

n(Γ6) = (6·2 − 6·√2·√2)/24 = 0
n(Γ7) = (6·2 + 6·√2·√2)/24 = 1
n(Γ8) = (6·4)/24 = 1.

The double-group products are thus

A1×Γ6 = Γ6,   E×Γ6 = Γ8,   T2×Γ6 = Γ7 + Γ8.

The six spin states of T2 fall into a doublet and a quartet that belong to different representations, and spatial symmetry gives no reason for their energies to agree. The four spin states of E form one irreducible representation.

Γ8 occurs twice in the full set of twelve states, once from E and once from T2, and the Hamiltonian may mix the two. In bases that transform by identical matrices, Schur's lemma makes every block between the copies a multiple of the 4×4 unit matrix. The Γ8 problem reduces to a 2×2 matrix h repeated four times, and each eigenvalue of h is a fourfold level. Spin-orbit coupling can therefore shift the E level but cannot split it, whatever its strength. This also holds when higher donor states have been eliminated to form an effective Hamiltonian for these twelve states, because the elimination preserves the symmetry.

Characters do not give the size of the T2 splitting. For that, write the most general spin-dependent term. Any operator on a spin 1/2 is a combination of 1 and σ, so this term has the form

H_so = Σ_a σ_a M_a,   a = x, y, z (as an index),

with M_a Hermitian orbital operators. The Pauli matrices form an axial vector, which transforms as T1, and the M_a must do the same to make the sum invariant. Time reversal changes the sign of σ_a and must also change that of M_a. In the real orbital basis each M_a is then imaginary and antisymmetric.

Within E, the product E×E has characters 4, 1, 4, 0, 0 and equals A1 + A2 + E. It contains no T1, so spin-orbit coupling has no matrix elements inside the E level. Within T2, the antisymmetric part of the product has the character [χ(R)² − χ(R²)]/2. Since C3² is again a threefold rotation, C2² = E, S4² = C2 and σd² = E, its values are 3, 0, −1, 1, −1. These are the characters of T1, so one real constant λ is allowed. Between E and T2, the characters 6, 0, −2, 0, 0 give E×T2 = T1 + T2 and allow one further constant κ. The products of A1 with A1, E and T2 are A1, E and T2, so A1 takes no part.

In T2 the required operators are the angular-momentum matrices

⟨t_b|L_a|t_c⟩ = −i ε_abc,

where ε_abc is the antisymmetric symbol. For the coupling to E, take the normalized E functions of the type y² − z², z² − x² and x² − y²:

v_x = (0, 1, −1)/√2,   v_y = (−1, 0, 1)/√2,   v_z = (1, −1, 0)/√2.

The product v_z t_z behaves like z(x² − y²). It is unchanged by S4 about z and changes sign under the mirror x ↔ y and under C2 about x, as the z component of an axial vector does. Cyclic permutation supplies the other components. The general form is therefore

H_so = λ L·S + κ Σ_a σ_a (i|v_a⟩⟨t_a| − i|t_a⟩⟨v_a|).

With E_A, E_E and E_T this makes five real constants. Averaging random Hermitian matrices over the double group and time reversal also left five, and the spectra of the averaged matrices agreed with the level formulas derived below.

To find the action of L·S, take an arbitrary spinor χ and form

|7, χ⟩ = (1/√3) Σ_a |t_a⟩ σ_a χ.

The t_a form a polar vector and the σ_a an axial one, so their scalar product changes sign under improper operations. The state thus transforms as A2×Γ6 = Γ7. Acting on it with L·σ gives

L·σ |7, χ⟩ = (1/√3) Σ_abc (−i ε_abc) |t_b⟩ σ_a σ_c χ.

Because ε_abc is antisymmetric in a and c, only the part i Σ_d ε_acd σ_d of σ_a σ_c survives. With ε_abc = −ε_acb and Σ_ac ε_acb ε_acd = 2δ_bd,

Σ_ac ε_abc σ_a σ_c = −2i σ_b,
L·σ |7, χ⟩ = (−i)(−2i) |7, χ⟩ = −2 |7, χ⟩.

Hence L·S = −1 on the doublet. Its trace over the six states vanishes, since each L_a is traceless. If s is its value on the quartet, then 2(−1) + 4s = 0 and s = 1/2. Without mixing with E, the T2 level becomes

E(Γ7) = E_T − λ,   E(Γ8) = E_T + λ/2,

and the quartet lies 3λ/2 above the doublet. The centre of gravity is unchanged: 2(−λ) + 4(λ/2) = 0.

Now let W = iκ Σ_a σ_a |v_a⟩⟨t_a| be the part of the coupling that leads from T2 to E. On the doublet,

W |7, χ⟩ = (iκ/√3) Σ_a |v_a⟩ σ_a² χ = (iκ/√3) (Σ_a |v_a⟩) χ = 0,

because σ_a² = 1 and v_x + v_y + v_z = 0. The doublet stays at E_T − λ. On E, the orthogonality of the t_a gives

W W† = κ² Σ_a |v_a⟩⟨v_a|.

Different v_a have scalar product −1/2, and the two other vectors add up to −v_b. The sum acting on v_b therefore gives v_b − (1/2)(−v_b) = (3/2)v_b. The v_b span E, so W W† = (3/2)κ² on all four E states. For κ ≠ 0, W† carries an orthonormal set of these states into four orthogonal T2 states of equal norm. They are orthogonal to the doublet, since W annihilates it, and so they span the T2 quartet. Each E state is coupled to one partner with strength g = |κ|√(3/2), which gives, with suitable phases,

h = [[E_E, g], [g, E_T + λ/2]].

With δ = E_E − E_T − λ/2, the two quartets lie at

E± = (E_E + E_T + λ/2)/2 ± √(δ²/4 + g²).

For g much smaller than δ, with δ > 0, expanding the root gives √(δ²/4 + g²) ≈ δ/2 + g²/δ. The E quartet then rises by g²/δ and the T2 quartet falls by the same amount, so that the T2 splitting is

E− − E(Γ7) ≈ 3λ/2 − g²/δ.

Even λ = 0 leaves a splitting of second order in κ. In the opposite limit, δ → 0, the quartets lie at E_E ± g, each with equal weights of E and T2. There are still two quartets, but the names E and T2 no longer identify them.

Symmetry permits the T2 splitting without guaranteeing that it is nonzero. The doublet coincides with a quartet if E_T − λ is an eigenvalue of h, that is, if the determinant of h − (E_T − λ) vanishes:

(E_E − E_T + λ)(3λ/2) = g².

For κ ≠ 0, such a coincidence needs a special relation between E_E, E_T, λ and κ, and a small change in any one of these four removes it.

A model of the central cell shows what λ and κ can contain. Suppose that spin-orbit coupling acts in a spherical core, with strengths ζ_p and ζ_d for p and d waves. Near the nucleus let T2 have a p amplitude a_p and a d amplitude a_d, and let E have a d amplitude a_e. An s wave belongs to A1 and cannot enter either level. The core Hamiltonian ζL·S conserves the orbital quantum number, so p and d waves contribute separately.

The p part contributes a_p²ζ_p to λ. For the d part, use L_z = −i(x∂_y − y∂_x) and compare

L_z x = i y,   L_z (yz) = −i (zx).

The functions yz and zx correspond to x and y in T2, so angular momentum in the d part has the opposite sign. For the coupling to E, L_z(xy) = −i(x² − y²). Since xy and (x² − y²)/2 have equal norm, the normalized functions obey L_z d_xy = −2i d_(x²−y²). The factor S_z = σ_z/2 reduces 2 to 1, and comparison with iκ gives

λ = a_p²ζ_p − a_d²ζ_d,   κ = −a_e a_d ζ_d.

The sign of λ thus depends on the composition of the wave function. With ζ_p = 10 meV, ζ_d = 2 meV and a_e = 0.25, the choice a_p = 0.3, a_d = 0.2 gives λ = 0.90 − 0.08 = 0.82 meV and κ = −0.10 meV. Changing the amplitudes to a_p = 0.1, a_d = 0.4 gives λ = 0.10 − 0.32 = −0.22 meV and κ = −0.20 meV. In the first case the first-order T2 doublet lies below the quartet, in the second above it. The model stops at d waves. T2 also contains an f wave, x(5x² − 3r²) and its cyclic partners, which with amplitude a_f and strength ζ_f would add −(3/2)a_f²ζ_f to λ. The model also omits spin-orbit coupling on the surrounding silicon atoms. In the general Hamiltonian these contributions are included in λ and κ.

For a worked example, take the round model parameters ε = −36.5, a = −3.5, b = −5.0, λ = 0.6 and κ = 0.2 meV, which do not describe a particular donor. The spinless levels are

E_A = −36.5 − 3.5 − 20.0 = −60.0 meV
E_E = −36.5 − 3.5 + 10.0 = −30.0 meV
E_T = −36.5 + 3.5 = −33.0 meV.

The doublet lies at −33.0 − 0.6 = −33.6 meV. Before mixing, the T2 quartet is at −33.0 + 0.3 = −32.7 meV, so the splitting is 0.900 meV. The mixing has g = 0.2 × √1.5 = 0.245 meV and δ = −30.0 + 32.7 = 2.7 meV. The quartets become

E± = −31.35 ± √(1.35² + 0.06) meV,
E− = −32.722 meV,   E+ = −29.978 meV.

The final T2 splitting is −32.722 + 33.600 = 0.878 meV. The E level remains fourfold and rises by 0.022 meV, in agreement with g²/δ = 0.06/2.7 = 0.022 meV. Diagonalization of the full 12×12 matrix gives the same levels, with degeneracies 2, 2, 4 and 4, as the numerical output shows.

The E weight in the T2 quartet is the derivative of E− with respect to E_E, because E_E multiplies that weight in the expectation value of h:

p_E = (1/2)[1 − δ/√(δ² + 4g²)] = 0.0080.

The T2 quartet thus has 0.8 % E character, while the doublet has none.

The protection of the E quartet can be lost when Td symmetry is broken. Let stress along z shift the x, y and z valleys by −0.1, −0.1 and +0.2 meV. The E function (−1, −1, 2)/√6 then shifts by (−0.1 − 0.1 + 4 × 0.2)/6 = +0.1 meV, and v_z by −0.1 meV. The first-order splitting is 0.2 meV. Full diagonalization gives 0.197 meV, the small difference being the sum of two opposite contributions: the coupling to A1 through the stress adds 0.0007 meV, and the spin-orbit admixture of T2 removes 0.0033 meV. Each part is a Kramers pair, which time reversal keeps degenerate. A splitting of the E quartet in zero magnetic field therefore indicates, within this one-electron description without nuclear spin, a symmetry lower than Td, whereas a splitting of the T2 level into a doublet and a quartet does not. The rule presumes g much smaller than |δ|, so that one quartet can be identified as the E level. When |δ| is comparable to g, two quartets share the E character even in full Td symmetry.

Calculated quantities

```
Valley content [A1,A2,E,T1,T2]: [1, 0, 1, 0, 1]
Products with G6, counts of [G6,G7,G8]:
  A1: [1, 0, 0]  E: [0, 0, 1]  T2: [0, 1, 1]
ExE [A1,A2,E,T1,T2]: [1, 1, 1, 0, 0]  ExT2: [0, 0, 0, 1, 1]
Antisymmetric T2xT2: [0, 0, 0, 1, 0]  A1xT2: [0, 0, 0, 0, 1]
Characters: valleys, E, T2, G6, G7, G8, ExG6, T2xG6
  E          6.000   2.000   3.000   2.000   2.000   4.000   4.000   6.000
  C3         0.000  -1.000   0.000   1.000   1.000  -1.000  -1.000   0.000
  C2         2.000   2.000  -1.000   0.000   0.000   0.000   0.000   0.000
  S4         0.000   0.000  -1.000   1.414  -1.414   0.000   0.000  -1.414
  sigma_d    2.000   0.000   1.000   0.000   0.000   0.000   0.000   0.000
Free real constants, Td only: 6
Free real constants, Td and time reversal: 5
Core model 1 (ap,ad,ae=0.3,0.2,0.25; zeta_p,d=10,2 meV):
  lambda = 0.820 meV, kappa = -0.100 meV
Core model 2 (ap,ad,ae=0.1,0.4,0.25; zeta_p,d=10,2 meV):
  lambda = -0.220 meV, kappa = -0.200 meV
On-site energy = -36.5 meV
Opposite-valley coupling = -3.5 meV
Adjacent-valley coupling = -5.0 meV
lambda = 0.6 meV, kappa = 0.2 meV
Spinless A1, E, T2 = -60.0, -30.0, -33.0 meV
G8 coupling g = 0.2449 meV
G8 diagonal gap E_E-E_T-lambda/2 = 2.7000 meV
Level G6 (A1): -60.0000 meV, degeneracy 2
Level G7 (T2): -33.6000 meV, degeneracy 2
Level G8 (T2): -32.7220 meV, degeneracy 4
Level G8 (E): -29.9780 meV, degeneracy 4
T2 splitting without E-T2 mixing = 0.9000 meV
T2 splitting with E-T2 mixing = 0.8780 meV
Shift of the E quartet = 0.0220 meV
Second-order estimate g^2/gap = 0.0222 meV
E weight in the T2 quartet = 0.00803
E weight in the T2 doublet = 0.00000
Stress shifts of x,y,z valleys = -0.1, -0.1, 0.2 meV
Splitting of the E quartet under stress = 0.1974 meV
```
